# Error in Silicon's Pseudo-Dielectric Function from an Ignored 1 nm Oxide

## The problem

An ellipsometer measures the ratio \(\rho=r_p/r_s\) of the reflection coefficients for light polarized in the plane of incidence (p) and perpendicular to it (s). If the sample is treated as a bare, flat substrate, one complex number \(\rho\) gives one complex permittivity. The value so obtained is the pseudo-dielectric function \(\langle\varepsilon\rangle\). When a film is present, it generally differs from the true substrate permittivity \(\varepsilon\).

A silicon wafer carries 1.0 nm of oxide. It is measured in air at photon energy 3.4 eV (vacuum wavelength \(\lambda=364.66\) nm) and angle of incidence \(\phi=70^\circ\).

1. Derive \(\langle\varepsilon\rangle\) from the exact model of air, film and substrate.
2. Find the error \(\delta\varepsilon=\langle\varepsilon\rangle-\varepsilon\).
3. Derive the error to first order in the film thickness \(d\), and explain the signs of its two parts.
4. Does comparing several angles of incidence expose the mistake?

**Optical constants.** A precise answer needs an entry from a table of optical constants. The values used here are rough, recalled two-figure magnitudes of such entries: \(N=n+ik\approx6.5+2.7i\) for silicon and 1.5 for the oxide index. The formulas accept any table entry in their place, and the effect of rounding is examined below. With the rough values,

\[
\varepsilon=N^2=34.96+35.10i,\qquad \varepsilon_o=1.5^2=2.25 .
\]

**Model.** Both media are uniform, isotropic and non-magnetic, and the interfaces are flat and sharp. Fields vary as \(e^{-i\omega t}\), so absorption means \(k>0\). The coefficient \(r_p\) refers to the magnetic field.

## Hints

**Hint 1.** In each polarization two tangential field components are continuous. Follow their ratio from the substrate up through the film.

**Hint 2.** Form \((1-\rho)/(1+\rho)\) algebraically before inserting numbers. Much cancels.

**Hint 3.** For the thin-film limit, write \(\langle\varepsilon\rangle=\sin^2\phi+\langle q\rangle^2\) and expand \(\langle q\rangle\) first.

## Full solution

### Fields in the film

Let \(z\) point into the sample, with the film at \(0<z<d\). Define

\[
k_0=\frac{2\pi}{\lambda},\quad S=\sin^2\phi,\quad c=\cos\phi,\quad
q=\sqrt{\varepsilon-S},\quad q_o=\sqrt{\varepsilon_o-S}.
\]

The component of the wave vector along the surface is \(k_0\sin\phi\) in every medium, so the normal components are \(k_0c\), \(k_0q_o\) and \(k_0q\) in air, film and substrate. The root with \(\operatorname{Im}q>0\) makes the substrate wave decay inward.

Let \(u\) be the tangential electric field for s, and the tangential magnetic field for p. Maxwell's curl equations show that the other tangential field is proportional to

\[
v=\frac{1}{ik_0m}\frac{du}{dz},\qquad m=1\ \text{(s)},\quad m=\text{local permittivity (p)}.
\]

Both \(u\) and \(v\) are continuous. Their ratio \(v/u\) will be called the admittance in both polarizations, although for p it is electric field over magnetic field.

In the substrate \(u\propto e^{ik_0qz}\), so \(v/u=a\), with \(a=q\) for s and \(a=q/\varepsilon\) for p. A single inward wave in the film would have the ratio \(a_o=q_o\) for s and \(a_o=q_o/\varepsilon_o\) for p. Setting \(u(d)=1\) and \(v(d)=a\), the solution in the film is

\[
u=\cos\theta+i\frac{a}{a_o}\sin\theta,\qquad
v=a\cos\theta+ia_o\sin\theta,\qquad \theta=k_0q_o(z-d).
\]

At the top surface \(\theta=-\beta\), with \(\beta=k_0dq_o\). Dividing \(v\) by \(u\) there gives

\[
A=\frac{a\cos\beta-ia_o\sin\beta}{\cos\beta-i(a/a_o)\sin\beta}
=\frac{a-ia_o\tan\beta}{1-i(a/a_o)\tan\beta}.
\]

Call this \(Y\) for s and \(Z\) for p.

In air \(u=e^{ik_0cz}+re^{-ik_0cz}\), and hence \(v=c(e^{ik_0cz}-re^{-ik_0cz})\). Continuity at \(z=0\) requires \(c(1-r)/(1+r)=A\), so

\[
r_s=\frac{c-Y}{c+Y},\qquad r_p=\frac{c-Z}{c+Z}.
\]

As a check on the sign convention, a bare surface at normal incidence has \(Y=N\) and \(Z=1/N\), which gives \(r_p=-r_s\).

### From the measured ratio to the pseudo-dielectric function

Over the common denominator \((c+Y)(c+Z)\), the difference \(r_s-r_p\) and the sum \(r_s+r_p\) have the numerators

\[
(c-Y)(c+Z)-(c-Z)(c+Y)=2c(Z-Y),
\]
\[
(c-Y)(c+Z)+(c-Z)(c+Y)=2(c^2-YZ).
\]

Therefore

\[
\frac{1-\rho}{1+\rho}=\frac{r_s-r_p}{r_s+r_p}=\frac{c(Z-Y)}{c^2-YZ}.
\]

For a bare substrate \(Y=q\) and \(Z=q/\varepsilon\). With \(q^2=\varepsilon-S\) and \(c^2=1-S\),

\[
Z-Y=-\frac{q(\varepsilon-1)}{\varepsilon},\qquad
c^2-YZ=1-S-\frac{\varepsilon-S}{\varepsilon}=-\frac{S(\varepsilon-1)}{\varepsilon}.
\]

The ratio is then \(cq/S\). Solving for \(q\) and using \(\varepsilon=S+q^2\) gives the bare-substrate inversion,

\[
\langle\varepsilon\rangle=S\left[1+\tan^2\phi\left(\frac{1-\rho}{1+\rho}\right)^2\right].
\]

Ignoring the oxide means applying this formula to the \(\rho\) of the coated sample. Inserting the general ratio yields

\[
\boxed{\ \langle\varepsilon\rangle=S+\langle q\rangle^2,\qquad
\langle q\rangle=\frac{S(Z-Y)}{c^2-YZ}\ }
\]

No thin-film approximation has been made.

### Numbers for 1 nm

At \(70^\circ\), \(S=0.88302\) and \(c=0.34202\). The normal components are \(q=6.44197+2.72432i\) and \(q_o=1.16918\), and the film phase is

\[
\beta=\frac{2\pi(1.0)}{364.66}(1.16918)=0.020145 .
\]

For s polarization \(q_o\tan\beta=0.02356\) and \((q/q_o)\tan\beta=0.11101+0.04695i\), so

\[
Y=\frac{6.4420+2.7008i}{1.04695-0.11101i}=5.8142+3.1962i .
\]

For p polarization the bare ratio is \(q/\varepsilon=0.130728-0.053325i\), and \(q_o/\varepsilon_o=0.51964\). The same formula gives

\[
Z=\frac{0.13073-0.06379i}{0.99793-0.00507i}=0.13132-0.06326i .
\]

It follows that \(Z-Y=-5.6829-3.2594i\) and \(YZ=0.9657+0.0519i\). With \(c^2=0.1170\),

\[
\langle q\rangle=0.88302\;\frac{-5.6829-3.2594i}{-0.8487-0.0519i}=6.097+3.018i .
\]

Squaring and adding \(S\) gives

\[
\langle\varepsilon\rangle=28.95+36.80i,\qquad
\boxed{\ \delta\varepsilon\approx-6.0+1.7i\ }
\]

The real part is 17% below its true value and the imaginary part is 5% above it. The modulus of the error is 13% of \(|\varepsilon|\). The pseudo-refractive index is \(6.16+2.99i\) in place of \(6.5+2.7i\), so \(k\) is about 11% too high although \(\operatorname{Im}\varepsilon\) is off by only 5%.

The instrument sees this through the angles in \(\rho=\tan\psi\,e^{-i\Delta}\), where the minus sign puts \(\Delta\) between 0 and \(180^\circ\) here. The oxide changes \(\psi\) from \(26.62^\circ\) to \(26.76^\circ\) and \(\Delta\) from \(161.59^\circ\) to \(158.53^\circ\). In this example the film shows itself mainly as a \(3.1^\circ\) drop in \(\Delta\).

**Effect of the rough inputs.** Moving \(n\), \(k\) and the oxide index independently by \(-0.05\), 0 and \(+0.05\) gives real errors between \(-6.5\) and \(-5.5\), and imaginary errors between 1.5 and 1.9. These ranges describe the sampled combinations. They cover rounding of the inputs, not differences between tables or faults of the film model.

### First order in thickness

Let \(\kappa=k_0d=2\pi d/\lambda\). For small \(\beta\), replace \(\tan\beta\) by \(\beta=\kappa q_o\) and expand the denominator of \(A\):

\[
A\approx a-ia_o\beta+i\frac{a^2}{a_o}\beta
=a-i\frac{\beta}{a_o}(a_o^2-a^2).
\]

For s, \(\beta/a_o=\kappa\). For p, \(\beta/a_o=\kappa\varepsilon_o\). The changes are

\[
dY=-i\kappa(\varepsilon_o-\varepsilon),\qquad
dZ=-i\kappa\left[1-\frac{S}{\varepsilon_o}-\varepsilon_o\frac{\varepsilon-S}{\varepsilon^2}\right].
\]

Now vary \(\langle q\rangle=S(Z-Y)/D\), where \(D=c^2-YZ\) has the bare value \(D_0=-S(\varepsilon-1)/\varepsilon\). Since \(dD=-(Y\,dZ+Z\,dY)\),

\[
d\langle q\rangle=\frac{S(dZ-dY)}{D_0}+\frac{S(Z-Y)}{D_0^2}(Y\,dZ+Z\,dY).
\]

In the second term \(S(Z-Y)/D_0=q\), \(Y=q\) and \(Z=q/\varepsilon\). Collecting coefficients,

\[
d\langle q\rangle=\frac{(S+q^2)\,dZ+(q^2/\varepsilon-S)\,dY}{D_0}
=\frac{\varepsilon\,dZ+(1-S-S/\varepsilon)\,dY}{D_0}.
\]

The two parts of the numerator, each divided by \(-i\kappa\), are

\[
\varepsilon-\varepsilon_o-S\frac{\varepsilon}{\varepsilon_o}+S\frac{\varepsilon_o}{\varepsilon},
\]
\[
\varepsilon_o-\varepsilon-S(\varepsilon_o-\varepsilon)-S\frac{\varepsilon_o}{\varepsilon}+S .
\]

The terms without \(S\) cancel, as do the terms in \(\varepsilon_o/\varepsilon\). What remains is

\[
S\left(\varepsilon-\varepsilon_o+1-\frac{\varepsilon}{\varepsilon_o}\right)
=S(\varepsilon-\varepsilon_o)\frac{\varepsilon_o-1}{\varepsilon_o}.
\]

Restoring \(-i\kappa\) and dividing by \(D_0\), the factor \(S\) cancels and the two minus signs combine:

\[
d\langle q\rangle=i\kappa\,\frac{\varepsilon(\varepsilon-\varepsilon_o)(\varepsilon_o-1)}{\varepsilon_o(\varepsilon-1)}.
\]

To first order \(\delta\varepsilon=2q\,d\langle q\rangle\), so

\[
\boxed{\ \delta\varepsilon\approx\frac{4\pi id}{\lambda}\,
\frac{q\,\varepsilon(\varepsilon-\varepsilon_o)(\varepsilon_o-1)}{\varepsilon_o(\varepsilon-1)}\ }
\]

The two zeros have a direct meaning. A film with \(\varepsilon_o=\varepsilon\) is more substrate. A film with \(\varepsilon_o=1\) is more air, which gives both polarizations the same extra phase and leaves \(\rho\) unchanged. In these two cases the error vanishes at any thickness.

For 1 nm the formula gives \(-6.09+2.32i\), against \(-6.01+1.70i\) from the exact model. The real part is good to about 1%, but the imaginary part is 36% too large relative to the exact one. The expansion treated \((q/q_o)\tan\beta\approx\kappa q\) as small, and its modulus is 0.12. The film phase \(\beta=0.02\) alone would suggest a better approximation than one actually has. The complex remainder is 10% of the exact error in modulus, of the order this parameter suggests.

### Signs and size

When \(|\varepsilon|\) is much larger than \(\varepsilon_o\) and 1, \(q\to N\) and \((\varepsilon-\varepsilon_o)/(\varepsilon-1)\to1\). Then

\[
\delta\varepsilon\approx\frac{4\pi d}{\lambda}\left(1-\frac1{\varepsilon_o}\right)iN^3 .
\]

Here \(N^3=132.5+322.5i\), hence \(iN^3=-322.5+132.5i\). The prefactor is \(0.03446\times0.5556\approx0.0191\), and the estimate is \(-6.2+2.5i\). The signs follow from the phase: \(N\) has phase \(22.6^\circ\), so \(iN^3\) has phase \(90^\circ+3\times22.6^\circ\approx158^\circ\). This lies in the quadrant with negative real and positive imaginary part.

Dividing by \(|\varepsilon|=|N|^2\) gives the relative size

\[
\frac{|\delta\varepsilon|}{|\varepsilon|}\approx\frac{4\pi d}{\lambda}\left(1-\frac1{\varepsilon_o}\right)|N|\approx0.13 .
\]

The film is less than 0.3% of a wavelength thick, but the factor \(4\pi|N|\approx88\) multiplies that small ratio.

The factor \(1-1/\varepsilon_o\) comes from the electric field normal to the surface. That field enters \(dZ\) through the term \(S/\varepsilon_o\), because continuity of the normal displacement makes the field in the film \(1/\varepsilon_o\) times that in air. Compare the oxide with an equally thick layer of air, which causes no error. At leading order in large \(|\varepsilon|\), \(dZ\) differs by \(-i\kappa S(1-1/\varepsilon_o)\). Multiplying by \(\varepsilon/D_0\approx-\varepsilon/S\) reproduces \(d\langle q\rangle\approx i\kappa\varepsilon(1-1/\varepsilon_o)\). The corresponding difference in \(dY\) lacks the large factor \(\varepsilon\).

### Several angles

To first order \(d\langle q\rangle\) does not depend on \(\phi\). The error depends on angle through the factor \(q=\sqrt{\varepsilon-S}\), which hardly changes when \(|\varepsilon|\gg1\). Between \(60^\circ\) and \(80^\circ\), \(S\) grows by 0.22, so \(q\) changes by a fraction of about \(0.22/(2|\varepsilon|)=0.002\).

The exact errors are \(-6.016+1.711i\) at \(60^\circ\) and \(-6.009+1.699i\) at \(80^\circ\). Their difference has modulus 0.014, which is 0.2% of the error itself. Values of \(\langle\varepsilon\rangle\) that agree between angles at the level of a few hundredths are therefore no evidence of a bare surface in this example.

The cure is to put the film into the fit. With \(d\) and \(\varepsilon_o\) known, solving the exact model for the substrate returns \(34.96+35.10i\). A single \(\rho\) supplies two real numbers, enough for the complex \(\varepsilon\) but not for the thickness as well. The thickness needs other information, such as an independent measurement, or ellipsometry at a photon energy where the substrate is known to have negligible absorption. There \(k\) is no longer an unknown, and one \(\rho\) can supply both \(n\) and \(d\) if \(\varepsilon_o\) is known and the film is known to be thin. The second condition is needed because \(\rho\) depends on \(d\) only through \(\tan\beta\), so thicknesses differing by \(\lambda/(2q_o)\) cannot be told apart. "Negligible" means that \(\operatorname{Im}\varepsilon\) is small compared with the film's own effect. For real \(\varepsilon>\varepsilon_o\) the first-order error is positive and imaginary, so a small neglected \(k\) would be mistaken for extra oxide. The model also keeps only the inward wave in the substrate. Where absorption is so weak that light crosses the wafer, the reflection from the back surface must be suppressed or added to the model.

A real 1 nm layer may also have a graded composition, a rough interface or an index unlike that of thick oxide. The three-phase model contains none of these, so its exactness is mathematical. The computed values are collected in the numerical output below.

## Variation 1: does twice the oxide give twice the error?

**Question.** Estimate the error for 2 nm by doubling the 1 nm result, and compare it with the exact model.

**Solution.** Doubling gives \(-12.0+3.4i\). The exact value is \(-11.7+2.3i\). The real part nearly doubles, but the imaginary part grows by a factor of only 1.35.

The part beyond first order explains the difference. At 1 nm it is \(0.08-0.62i\). At 2 nm, subtracting twice the first-order error leaves

\[
(-11.708+2.296i)-2(-6.088+2.324i)=0.468-2.352i .
\]

Its modulus has grown by a factor of 3.8, close to the factor 4 of a term in \(d^2\). This remainder is mostly negative and imaginary, so it works against the positive first-order imaginary error and hardly touches the real one. For 0.5 nm the exact error is \(-3.03+1.00i\), nearer to half the first-order value, \(-3.04+1.16i\).

## Variation 2: a substrate with a different phase of \(N\)

**Question.** Keep the wavelength, the 1 nm film and \(|N|=7.04\), but let \(N=|N|e^{i\theta}\). In the first-order, large-\(|\varepsilon|\) limit, when does the error fall wholly on one part of \(\varepsilon\)?

**Solution.** Since \(iN^3=|N|^3(-\sin3\theta+i\cos3\theta)\), and the prefactor times \(|N|^3\) is 6.7,

\[
\delta\varepsilon\approx6.7\,(-\sin3\theta+i\cos3\theta).
\]

One part vanishes when \(3\theta\) is a multiple of \(90^\circ\). With \(n\) and \(k\) both positive, \(\theta\) lies strictly between 0 and \(90^\circ\), which leaves two phases. At \(\theta=30^\circ\), where \(k/n=1/\sqrt3\), the error is \(-6.7\) and entirely real. At \(\theta=60^\circ\), where \(k/n=\sqrt3\), it is \(-6.7i\) and entirely imaginary. In the second case \(\operatorname{Im}\varepsilon=|N|^2\sin120^\circ=42.9\), so the ignored oxide lowers the apparent absorption term by about 16%.

The imaginary error changes sign at \(\theta=30^\circ\). The silicon values used above have \(\theta=22.6^\circ\), on the positive side. These are leading-order statements: since \(\kappa|N|\) is again 0.12, corrections of order 10% of \(|\delta\varepsilon|\) should be expected, and they can shift the angles at which one part vanishes.

## Computed values

```
photon energy = 3.4 eV
vacuum wavelength = 364.66 nm
angle of incidence = 70.0 deg
oxide thickness = 1.0 nm
rough silicon index n + ik = 6.5+2.7j (no unit)
rough oxide index = 1.5 (no unit)
silicon permittivity eps = 34.96+35.10j (no unit)
oxide permittivity = 2.25 (no unit)
S = sin^2(phi) = 0.88302 (no unit)
c = cos(phi) = 0.34202 (no unit)
q in silicon = 6.44197+2.72432j (no unit)
q_o in oxide = 1.16918 (no unit)
film phase beta = 0.020145 rad
bare admittance Y = 6.44197+2.72432j (no unit)
bare admittance Z = 0.130728-0.053325j (no unit)
coated admittance Y = 5.81419+3.19616j (no unit)
coated admittance Z = 0.131320-0.063260j (no unit)
coated r_p = 0.41977+0.18975j (no unit)
coated r_s = -0.91248-0.04544j (no unit)
coated rho = -0.46923-0.18458j (no unit)
bare psi = 26.622 deg, Delta = 161.587 deg
coated psi = 26.759 deg, Delta = 158.527 deg
change of psi = 0.137 deg
change of Delta = -3.060 deg
pseudo-dielectric function = 28.948+36.804j (no unit)
error <eps> - eps = -6.012+1.704j (no unit)
error of real part = -17.2 %
error of imaginary part = 4.9 %
|error|/|eps| = 12.6 %
pseudo-refractive index = 6.155+2.990j (no unit)
first-order error = -6.088+2.324j (no unit)
exact minus first-order = 0.077-0.620j (no unit)
large-eps estimate = -6.175+2.536j (no unit)
phase of i(n+ik)^3 = 157.7 deg
remainder ratio on halving d = 3.999 (no unit)
error for 0.5 nm oxide = -3.031+1.003j (no unit)
error for 2.0 nm oxide = -11.708+2.296j (no unit)
error at 60 deg incidence = -6.016+1.711j (no unit)
error at 70 deg incidence = -6.012+1.704j (no unit)
error at 80 deg incidence = -6.009+1.699j (no unit)
input indices each moved by -0.05, 0, +0.05 (no unit):
  real error from -6.50 to -5.51
  imaginary error from 1.48 to 1.94
eps recovered with oxide included = 34.960+35.100j (no unit)
```
